# Why a far-detuned level gives Raman coupling, light shifts and scattering loss

**Question.** Two stable states of an atom are each coupled by a laser to the same excited level, and both lasers are tuned far from resonance. The atom nevertheless rotates between the stable states as if they were coupled directly. Why can the excited level be removed from the equations, what coupling and level shifts does it leave behind, and how does the photon scattering in a rotation by a given angle depend on the detuning?

**Answer.** While the lasers drive a rotation, the excited level is not quite empty. Its amplitude is small and follows the amplitudes of the two lower states almost without delay. The coupling between the lower states is proportional to this small amplitude, while scattering is proportional to its square.

## The equations of motion

Call the stable states \(|0\rangle\) and \(|1\rangle\), the excited level \(|e\rangle\), and their energies \(E_0,E_1,E_e\), with \(\hbar=1\). Laser 1, of frequency \(\omega_1\), drives only the leg \(0\)–\(e\); laser 2, of frequency \(\omega_2\), drives only \(1\)–\(e\). In the rotating-wave approximation the coupling is

\[
V=\tfrac12\Omega_1e^{-i\omega_1t}|e\rangle\langle0|+\tfrac12\Omega_2e^{-i\omega_2t}|e\rangle\langle1|+\text{h.c.}
\]

The Rabi frequencies \(\Omega_j\) may vary slowly in time. Write the amplitudes of the three states as

\[
a_0=c_0e^{-iE_0t},\quad a_e=c_ee^{-i(E_0+\omega_1)t},\quad a_1=c_1e^{-i(E_0+\omega_1-\omega_2)t}.
\]

These phases cancel the laser oscillations in the Schrödinger equation. What remains of the energies are two differences, the one-photon and two-photon detunings:

\[
\Delta=\omega_1-(E_e-E_0),\qquad \delta=\omega_1-\omega_2-(E_1-E_0).
\]

Thus \(\Delta<0\) means a laser below resonance. The equations become

\[
i\dot c_0=\tfrac12\Omega_1^*c_e,\qquad i\dot c_1=-\delta c_1+\tfrac12\Omega_2^*c_e,
\]
\[
i\dot c_e=-\left(\Delta+\tfrac i2\Gamma\right)c_e+\tfrac12S,\qquad S=\Omega_1c_0+\Omega_2c_1 .
\]

The term with \(\Gamma\), the decay rate of \(|e\rangle\), describes evolution on the condition that no photon has been emitted. The other terms conserve the norm, so

\[
\frac{d}{dt}\left(|c_0|^2+|c_1|^2+|c_e|^2\right)=-\Gamma|c_e|^2 .
\]

The missing norm is the probability \(P\) that at least one photon has been scattered. It is counted as loss here, wherever the atom lands afterwards.

## Why the excited level can be eliminated

Put \(\kappa=i\Delta-\Gamma/2\). The last equation of motion is then \(\dot c_e=\kappa c_e-\tfrac i2S\). For an atom that starts with \(c_e(0)=0\), its solution is

\[
c_e(t)=-\frac i2\int_0^te^{\kappa(t-s)}S(s)\,ds .
\]

The exponential oscillates at the large frequency \(\Delta\), while \(S\) changes slowly. One integration by parts separates the two:

\[
c_e(t)=\frac{i}{2\kappa}\left[S(t)-e^{\kappa t}S(0)-\int_0^te^{\kappa(t-s)}\dot S(s)\,ds\right].
\]

Multiplying numerator and denominator by \(-i\) gives \(i/(2\kappa)=1/(2\Delta+i\Gamma)\).

The first term in the bracket follows the lower states. The second is an oscillation left by the switch-on, and it vanishes if the fields rise from zero. If \(S\) has no part oscillating near \(\Delta\), as for fields that rise smoothly, the third is smaller than the first by the relative rate of change \(|\dot S/S|\) divided by \(|\Delta|\). For a smooth pulse of length \(T\), and away from its edges, where \(|\dot S/S|\) is large but \(c_e\) itself is very small, the relative corrections are of order \(1/(|\Delta|T)\), \(|\delta/\Delta|\) and \(|\Omega_j|^2/\Delta^2\); the last arises because the lower amplitudes themselves move at rates of order \(|\Omega_j|^2/|\Delta|\). When all of these are small,

\[
c_e\simeq\frac{\Omega_1c_0+\Omega_2c_1}{2\Delta+i\Gamma}.
\]

This is adiabatic elimination: the excited amplitude is replaced by its instantaneous response to the lower amplitudes.

## The coupling and the light shifts

Take also \(\Gamma\ll|\Delta|\), so that \(c_e\simeq S/(2\Delta)\), and insert this into the equations for the lower states:

\[
i\dot c_0=\frac{|\Omega_1|^2}{4\Delta}c_0+\frac{\Omega_1^*\Omega_2}{4\Delta}c_1,
\]
\[
i\dot c_1=\frac{\Omega_2^*\Omega_1}{4\Delta}c_0+\left(\frac{|\Omega_2|^2}{4\Delta}-\delta\right)c_1 .
\]

Each term is a path through \(|e\rangle\). A path that leaves and returns on the same leg gives back the same state with an extra phase, which is a light shift. A path that leaves on one leg and returns on the other transfers amplitude. Each path has two factors \(\Omega/2\) and one factor \(1/\Delta\), hence the common \(1/(4\Delta)\). The shifts come from the same process as the coupling and are of the same order.

A two-level system with Rabi frequency \(\Omega_R\) has the off-diagonal element \(\Omega_R/2\), by the convention already used for each leg. For real Rabi frequencies, assumed positive from here on except where stated,

\[
\boxed{\Omega_R=\frac{\Omega_1\Omega_2}{2\Delta}},\qquad \text{shifts }\ \frac{\Omega_1^2}{4\Delta},\ \frac{\Omega_2^2}{4\Delta}.
\]

Lasers below resonance lower both stable states.

The size of the first correction can be found without elimination. Set \(\delta=\Gamma=0\) and \(\Omega_B^2=|\Omega_1|^2+|\Omega_2|^2\). The bright state \(|B\rangle=(\Omega_1^*|0\rangle+\Omega_2^*|1\rangle)/\Omega_B\) couples to \(|e\rangle\) with strength \(\Omega_B/2\). The orthogonal dark state has \(S=0\) and does not couple. The bright and excited states form a two-by-two problem, \(\lambda(\lambda+\Delta)=\Omega_B^2/4\). For \(\Delta>0\) the root that vanishes with the field is

\[
\lambda=\frac{-\Delta+\sqrt{\Delta^2+\Omega_B^2}}2=\frac{\Omega_B^2}{4\Delta}\left(1-\frac{\Omega_B^2}{4\Delta^2}+\dots\right).
\]

The leading term times \(|B\rangle\langle B|\) is the effective matrix above. The correction multiplies shifts and coupling alike. With \(\Omega_1,\Omega_2=100,50\) MHz and \(\Delta=2000\) MHz, all divided by \(2\pi\), it is \(12500/(4\times2000^2)=0.08\%\). The formula gives a Raman Rabi frequency of 1.2500 MHz, and the exact eigenvectors give 1.2490 MHz.

## Resonance includes the shifts

With constant fields, a full transfer requires equal diagonal elements:

\[
\frac{\Omega_1^2}{4\Delta}=\frac{\Omega_2^2}{4\Delta}-\delta
\quad\Longrightarrow\quad
\delta=\frac{\Omega_2^2-\Omega_1^2}{4\Delta}.
\]

For equal legs this is \(\delta=0\). For unequal legs, keeping the diagonal elements equal throughout a pulse means letting \(\delta\) follow the intensity; this is what compensation means below, and it makes the pulse a pure rotation by its area. It is not the only way to complete a transfer: for a shaped pulse, a constant \(\delta\) and a retuned pulse length can also do so. If \(\delta\) is left at zero, the diagonal elements differ by \((\Omega_1^2-\Omega_2^2)/(4\Delta)\), and the squared oscillation frequency is

\[
\frac{(\Omega_1^2-\Omega_2^2)^2+4\Omega_1^2\Omega_2^2}{16\Delta^2}=\frac{(\Omega_1^2+\Omega_2^2)^2}{16\Delta^2}.
\]

The largest transfer in a two-level system is \(\Omega_R^2\) divided by this quantity,

\[
p_{\max}=\frac{4\Omega_1^2\Omega_2^2}{(\Omega_1^2+\Omega_2^2)^2}.
\]

A larger detuning does not help, because coupling and shift difference fall together. For legs of 100 and 50 MHz the limit is 0.64. The three-level calculation at \(\Delta/2\pi=2000\) MHz, with decay included, gives 0.637 without compensation and 0.994 with it.

## Loss at a fixed angle

Let both fields share a smooth envelope \(f(t)\), with \(\Omega_1,\Omega_2,\Omega_R\) now denoting peak values, and let the shifts be compensated. The effective matrix is \(f^2(t)\) times a constant matrix, so the pulse shape enters only through the angle

\[
\theta=\int|\Omega_R|f^2\,dt=\frac{\Omega_1\Omega_2}{2|\Delta|}\int f^2\,dt .
\]

Let \(\varphi\) be the angle reached at an intermediate time. Starting from \(|0\rangle\), and apart from a common phase,

\[
c_0=\cos\tfrac\varphi2,\qquad c_1=\mp i\sin\tfrac\varphi2,
\]

with the upper sign for \(\Delta>0\). The two amplitudes are a quarter cycle apart, so the cross term in \(|S|^2\) vanishes. To leading order in the loss, the scattering rate is

\[
\frac{dP}{dt}=\Gamma|c_e|^2=\frac{\Gamma f^2}{4\Delta^2}\left(\Omega_1^2\cos^2\tfrac\varphi2+\Omega_2^2\sin^2\tfrac\varphi2\right).
\]

This falls as \(1/\Delta^2\). A fixed angle, however, takes longer at larger detuning: \(f^2dt=2|\Delta|\,d\varphi/(\Omega_1\Omega_2)\). With \(r=\Omega_1/\Omega_2\),

\[
dP=\frac{\Gamma}{2|\Delta|}\left(r\cos^2\tfrac\varphi2+\frac1r\sin^2\tfrac\varphi2\right)d\varphi .
\]

The integrals of \(\cos^2(\varphi/2)\) and \(\sin^2(\varphi/2)\) from 0 to \(\theta\) are \((\theta\pm\sin\theta)/2\). Therefore

\[
P=\frac{\Gamma}{4|\Delta|}\left[r(\theta+\sin\theta)+\frac{\theta-\sin\theta}{r}\right],
\]

and for equal legs

\[
\boxed{P=\frac{\Gamma\theta}{2|\Delta|}}.
\]

One power of \(1/\Delta\) has been spent on the longer gate and one remains. The laser intensity has dropped out, since it speeds up rotation and scattering equally. It sets the duration: at fixed \(\Omega\) the gate time grows as \(|\Delta|\), and to keep the time fixed the intensity, proportional to \(\Omega^2\), must grow as \(|\Delta|\). For a \(\pi\) rotation the bracket is \(\pi(r+1/r)\), which is smallest for equal legs.

The result also depends on the input state. For equal legs \(|S|^2=f^2\Omega^2(1+X)\) with \(X=2\,\mathrm{Re}(c_0^*c_1)\). The rotation is about the axis belonging to \(X\), so \(X\) stays constant to leading order, and

\[
P=\frac{\Gamma\theta}{2|\Delta|}(1+X).
\]

A start in \(|0\rangle\) has \(X=0\). The bright input \((|0\rangle+|1\rangle)/\sqrt2\) scatters twice as much. The dark input \((|0\rangle-|1\rangle)/\sqrt2\) does not scatter in this model, because the two excitation paths cancel.

## A worked gate

Megahertz and microseconds suit this problem better than atomic units. Frequencies below are angular frequencies divided by \(2\pi\). The model has \(\Gamma=6\) MHz, equal peak Rabi frequencies \(\Omega=100\) MHz, and \(\Delta=1000\) MHz. The peak Raman Rabi frequency is

\[
\Omega_R=\frac{100^2}{2\times1000}=5\ \text{MHz}.
\]

The envelope is \(f=\sin^2(\pi t/T)\), and the mean of \(f^2\) is \(3/8\). A \(\pi\) rotation needs \(2\pi\times5\times\tfrac38T=\pi\), which gives \(T=0.267\) µs. The predicted loss is

\[
P=\frac{\pi\times6}{2\times1000}=0.00942 .
\]

Propagation of all three amplitudes gives these losses for \(\pi\) pulses:

| \(\Delta\) (MHz) | \(\Omega\) (MHz) | \(T\) (µs) | \(P\), formula | \(P\), three levels |
|---|---|---|---|---|
| 1000 | 100 | 0.267 | 0.009425 | 0.009237 |
| 2000 | 100 | 0.533 | 0.004712 | 0.004678 |
| 4000 | 100 | 1.067 | 0.002356 | 0.002349 |
| 4000 | 200 | 0.267 | 0.002356 | 0.002344 |

In the first three rows the loss falls as the gate lengthens. The last row has the duration of the first, with four times the intensity and about a quarter of the loss.

The computed losses lie slightly below the formula, for two reasons. First, \(|0\rangle\) is half bright and half dark, and only the bright half decays. Since a bright input loses \(2P\) at leading order, the loss is \(\tfrac12(1-e^{-2P})\simeq P-P^2\).

Second, the bright state contains a little less of \(|e\rangle\) than the leading formula says. The Hamiltonian contains \(-\Delta|e\rangle\langle e|\), so the excited population of the bright eigenstate is \(-\partial\lambda/\partial\Delta\). For \(\Delta>0\), with \(x=f\Omega_B/\Delta\),

\[
p_e=\frac12\left(1-\frac1{\sqrt{1+x^2}}\right)=\frac{x^2}4\left(1-\frac34x^2+\dots\right).
\]

Here \(x^2=2f^2\Omega^2/\Delta^2\). The correction must be averaged with weight \(f^2\), and the mean of \(f^4\) is \(35/128\), so \(f^2\) is replaced by \((35/128)/(3/8)=35/48\). The relative reduction is \(\tfrac32\times\tfrac{35}{48}\,\Omega^2/\Delta^2=\tfrac{35}{32}\,\Omega^2/\Delta^2\). In the first row the two corrections are \(0.00009\) and \(0.00010\), which bring \(0.00942\) down to \(0.00923\), close to the computed 0.00924. They also explain why the exponent fitted between the first and third rows is \(-0.988\) instead of \(-1\).

## What a sudden switch-on costs

If the fields jump to full strength, the term \(e^{\kappa t}S(0)\) survives. Averaged over the fast oscillation at \(\Delta\), its cross term with \(S(t)\) drops out, and

\[
\overline{|c_e|^2}\simeq\frac{|S(t)|^2+e^{-\Gamma t}|S(0)|^2}{4\Delta^2}.
\]

For a start in \(|0\rangle\), \(S(0)=\Omega_1\). Multiplying the second part by \(\Gamma\) and integrating gives an extra loss during the pulse,

\[
P_{\text{extra}}=\frac{\Omega_1^2}{4\Delta^2}\left(1-e^{-\Gamma t}\right).
\]

When \(\Gamma t\ll1\) this is \(\Gamma t\,\Omega_1^2/(4\Delta^2)\), which for equal legs equals the smooth-pulse loss. The loss during the pulse is then doubled. For equal legs at a fixed angle \(t=2|\Delta|\theta/\Omega^2\), so in this limit the extra part is \(\Gamma\theta/(2|\Delta|)\) and the intensity drops out of the loss counted up to the end of the pulse. When \(\Gamma t\) is not small, the extra part is no longer proportional to \(t\), and the loss is no longer fixed by \(\theta\) and \(\Gamma/|\Delta|\) alone. For \(\Gamma t\gg1\) the extra part approaches \(\Omega^2/(4\Delta^2)\), which depends on intensity.

For a sudden \(\pi\) pulse with \(\Omega=100\) and \(\Delta=1000\) MHz, lasting 0.1 µs, the computed loss is 0.0116 against 0.0094 for the smooth part alone. With \(\Gamma\) reduced to 0.06 MHz it is \(1.83\times10^{-4}\) against \(0.94\times10^{-4}\), nearly the full factor of two. Population still in \(|e\rangle\) when the pulse ends scatters later and is not included in these figures, and it can be much the larger part. If the fields are switched off smoothly, the oscillating term outlives the pulse and decays completely, so the total extra loss is about \(\Omega_1^2/(4\Delta^2)\) whatever \(\Gamma t\) is. Here that is 0.0025, more than twenty times the smooth part for \(\Gamma=0.06\) MHz. If they are switched off suddenly, the population left depends on the phase of the oscillating term at that moment, and this phase must include the light shift of the excited level. The second root of \(\lambda(\lambda+\Delta)=\Omega_B^2/4\) is \(-\Delta-\Omega_B^2/(4\Delta)\) to leading order, so \(e^{\kappa t}\) acquires the extra factor \(e^{i\Omega_B^2t/(4\Delta)}\). For equal legs \(\Omega_B^2/(4\Delta)=\Omega_R\), and a start in \(|0\rangle\) gives \(S(t)=\Omega e^{-i\Omega_Rt}\). With \(\Gamma t\ll1\) the population left is then \((\Omega^2/\Delta^2)\sin^2[(\Delta+2\Omega_R)t/2]\), which lies between zero and \(\Omega^2/\Delta^2\). For the 0.1 µs pulse above, \((1000+10)\times0.1=101\) is a whole number of cycles and almost nothing is left; a pulse longer by 0.0005 µs leaves nearly the maximum, 0.01.

## When the loss stops falling

The \(1/\Delta\) law assumes a single excited level. Suppose a second one, \(|e'\rangle\), lies higher by \(F\), has the same \(\Gamma\) and decays independently. Let its couplings be \(\Omega\) and \(-\Omega\), where those of \(|e\rangle\) are both \(\Omega\). Tune the lasers below both levels, by \(a\) from the lower and \(b=a+F\) from the upper, so that the detunings are \(-a\) and \(-b\).

The coupling amplitudes add with their signs:

\[
\frac{\Omega_R}2=-\frac{\Omega^2}{4a}+\frac{\Omega^2}{4b}
\quad\Longrightarrow\quad
|\Omega_R|=\frac{\Omega^2}2\,\frac{b-a}{ab}=\frac{\Omega^2F}{2ab}.
\]

The light shifts of \(|0\rangle\) and \(|1\rangle\) remain equal. The scattering rates add as probabilities. For a start in \(|0\rangle\), where \(X=0\), the total rate is \(\tfrac14\Gamma\Omega^2(1/a^2+1/b^2)\). Multiplying by the gate time \(\theta/|\Omega_R|\) gives

\[
P=\frac{\Gamma\Omega^2}4\,\frac{a^2+b^2}{a^2b^2}\,\frac{2ab\,\theta}{\Omega^2F}
=\frac{\Gamma\theta\,(a^2+b^2)}{2abF}.
\]

For \(a\ll F\), \(b\simeq F\) and the single-level result \(\Gamma\theta/(2a)\) returns. For \(a\gg F\), \(b\simeq a\) and the loss tends to \(\Gamma\theta/F\). At such detunings the two Raman paths nearly cancel, so the coupling falls as \(1/a^2\), as fast as the scattering rate. Further detuning makes the gate slower without making it appreciably cleaner.

With \(F=1000\) GHz and \(\Gamma=6\) MHz, the limit for a \(\pi\) rotation is \(1.9\times10^{-5}\). At \(a=10\) GHz the loss is \(9.5\times10^{-4}\), within about 1% of the single-level value. At \(a=10\,000\) GHz it is \(1.9\times10^{-5}\), about twenty times the single-level prediction. The useful range of the \(1/\Delta\) law is therefore bounded on both sides: the detuning must be large compared with the Rabi frequencies and \(\Gamma\), and small compared with the distance to a level that opposes the coupling. The numerical check propagates the three-level gate in time and tests the case of two excited levels through the complex eigenvalues of the four-level Hamiltonian.

## Numbers as computed

```
Decay rate Gamma/2pi = 6.0 MHz
Legs 100, 50 MHz; Delta/2pi = 2000 MHz:
  shift of 0: exact 1.24902, formula 1.25000 MHz
  shift of 1: exact 0.31226, formula 0.31250 MHz
  Raman Rabi: exact 1.24902, formula 1.25000 MHz
Legs 100, 50 MHz; Delta/2pi = 4000 MHz:
  shift of 0: exact 0.62488, formula 0.62500 MHz
  shift of 1: exact 0.15622, formula 0.15625 MHz
  Raman Rabi: exact 0.62488, formula 0.62500 MHz
Matrix error ratio on doubling Delta = 7.991
Smooth pi pulses, equal legs (frequencies/2pi in MHz):
  Delta 1000, Omega 100, peak Omega_R 5.000, length 0.2667 us
    loss: full 0.009237, formula 0.009425; population of 1 0.990710
  Delta 2000, Omega 100, peak Omega_R 2.500, length 0.5333 us
    loss: full 0.004678, formula 0.004712; population of 1 0.995315
  Delta 4000, Omega 100, peak Omega_R 1.250, length 1.0667 us
    loss: full 0.002349, formula 0.002356; population of 1 0.997649
  Delta 4000, Omega 200, peak Omega_R 5.000, length 0.2667 us
    loss: full 0.002344, formula 0.002356; population of 1 0.997652
Loss exponent in Delta, 1000 to 4000 MHz = -0.9877
Same length, Delta x4, intensity x4: loss ratio = 0.2538
Delta 2000: excited population at peak: full 6.1975e-04, formula 6.2500e-04
  population of 1 at peak (angle pi/2) = 0.49780
Delta 2000, pi pulse: bright-input loss 0.009355, dark-input loss 1.9e-13
Legs 100, 50, Delta 2000: transfer with delta=0: full 0.6370, formula 0.6400
  transfer with compensated shifts = 0.9941
  loss at angle pi/2, compensated: full 0.004052, formula 0.004070
Sudden pi pulse, Omega 100, Delta 1000, length 0.1000 us:
  Gamma 6.00 MHz: loss full 1.1560e-02, formula 1.1867e-02, smooth part 9.4248e-03
  Gamma 0.06 MHz: loss full 1.8309e-04, formula 1.8674e-04, smooth part 9.4248e-05
  sink population (master equation) 0.01155994, norm loss 0.01155994
Two excited levels, F/2pi = 1000 GHz, pi pulse:
  |Delta| 10 GHz: loss exact 9.5190e-04, formula 9.5200e-04, one level 9.4248e-04
  |Delta| 100 GHz: loss exact 1.0452e-04, formula 1.0453e-04, one level 9.4248e-05
  |Delta| 1000 GHz: loss exact 2.3561e-05, formula 2.3562e-05, one level 9.4248e-06
  |Delta| 10000 GHz: loss exact 1.8935e-05, formula 1.8935e-05, one level 9.4248e-07
  limiting loss Gamma pi/F = 1.8850e-05
```
